# Coordinate Form of the Specific Mass Shift from a Hypervirial Relation: test program

```python
"""
Result under test, for bound eigenstates of N electrons and a fixed nucleus Z:
    <P^2> = Z * sum_{i,j} <r_i.r_j / r_i^3>      (i = j included)
    sum_{i<j} <p_i.p_j> = (1/2) * [ Z * sum_{i != j} <r_i.r_j / r_i^3>
                                  + sum_{i<j} <1/r_ij> ]
P is the total electron momentum, R the total electron position, r_i the
position of electron i from the nucleus. Atomic units are used throughout.
M is the nuclear mass in electron masses.
Two-electron S states are expanded in
    r1^a r2^b r12^c exp(-alpha r1 - beta r2)  +/-  exchange,  a+b+c <= omega.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh, qr, solve_triangular
from scipy.constants import physical_constants


def commutator_check():
    """Both sides of [H, R.grad] f = (P^2 - Z R.sum r_j/r_j^3) f, N = 3."""
    q = sp.symbols("q0:9", real=True)
    charge = sp.Integer(3)
    pos = [q[3 * i:3 * i + 3] for i in range(3)]
    dist = [sp.sqrt(sum(x**2 for x in p)) for p in pos]
    potential = -charge * sum(1 / d for d in dist)
    for i in range(3):
        for j in range(i):
            potential += 1 / sp.sqrt(sum((a - b)**2
                                         for a, b in zip(pos[i], pos[j])))
    total = [sum(p[k] for p in pos) for k in range(3)]

    def hamiltonian(g):
        return -sum(sp.diff(g, x, 2) for x in q) / 2 + potential * g

    def total_gradient(g, k):
        return sum(sp.diff(g, p[k]) for p in pos)

    def generator(g):
        return sum(total[k] * total_gradient(g, k) for k in range(3))

    f = (sp.exp(-(q[0] + 2 * q[4] - q[8]) / 5)
         * (1 + q[0] * q[4] - q[2] * q[7] + q[5] * q[6] * q[1]))
    left = hamiltonian(generator(f)) - generator(hamiltonian(f))
    p_squared = -sum(total_gradient(total_gradient(f, k), k)
                     for k in range(3))
    pull = sum(total[k] * sum(p[k] / d**3 for p, d in zip(pos, dist))
               for k in range(3))
    right = p_squared - charge * pull * f
    values = [sp.Rational(n, 10) for n in (7, -4, 11, -9, 13, 5, 6, 8, -12)]
    point = dict(zip(q, values))
    return float(left.evalf(25, subs=point)), float(right.evalf(25, subs=point))


class TwoElectronBasis:
    """Quadrature over r1 < r2; exchange symmetry supplies the other half."""

    def __init__(self, alpha, beta, omega, sign):
        x, wx = np.polynomial.laguerre.laggauss(omega + 6)
        y, wy = np.polynomial.laguerre.laggauss(60)
        c, wc = np.polynomial.legendre.leggauss(omega + 6)
        scale_x, scale_y = 2 * (alpha + beta), 2 * min(alpha, beta)
        inner, gap, c = np.meshgrid(x / scale_x, y / scale_y, c,
                                    indexing="ij")
        weight = ((wx * np.exp(x) / scale_x)[:, None, None]
                  * (wy * np.exp(y) / scale_y)[None, :, None]
                  * wc[None, None, :]).ravel()
        r1, gap, c = inner.ravel(), gap.ravel(), c.ravel()
        r2 = r1 + gap
        r12 = r2 + r1 * c
        weight = weight * r1**2 * r2 * r12
        cosine = (r1 * (1 - c**2) - 2 * r2 * c) / (2 * r2)
        sine = np.sqrt(np.clip(1 - cosine**2, 0, None))
        e1 = np.array([cosine, sine])
        e2 = np.array([np.ones_like(r1), np.zeros_like(r1)])
        e12 = (r1 * e1 - r2 * e2) / r12
        self.inv_r = 1 / r1 + 1 / r2
        self.inv_r12 = 1 / r12
        field = e1 / r1**2 + e2 / r2**2
        self.pull = np.sum((r1 * e1 + r2 * e2) * field, axis=0)
        self.cross = r1 * r2 * cosine * (1 / r1**3 + 1 / r2**3)

        value, grad1, grad2 = [], [], []
        root = np.sqrt(weight)
        for a in range(omega + 1):
            for b in range(omega + 1 - a):
                for k in range(omega + 1 - a - b):
                    u = (root * r1**a * r2**b * r12**k
                         * np.exp(-alpha * r1 - beta * r2))
                    v = (sign * root * r1**b * r2**a * r12**k
                         * np.exp(-beta * r1 - alpha * r2))
                    f = u + v
                    d1 = (a / r1 - alpha) * u + (b / r1 - beta) * v
                    d2 = (b / r2 - beta) * u + (a / r2 - alpha) * v
                    d12 = k / r12 * f
                    norm = np.linalg.norm(f)
                    value.append(f / norm)
                    grad1.append((d1 * e1 + d12 * e12) / norm)
                    grad2.append((d2 * e2 - d12 * e12) / norm)
        value = np.array(value).T
        grad1 = np.array(grad1).transpose(1, 2, 0)
        grad2 = np.array(grad2).transpose(1, 2, 0)
        upper = qr(value, mode="r")[0][:value.shape[1]]
        change = solve_triangular(upper, np.eye(value.shape[1]))
        self.value = value @ change
        self.grad1, self.grad2 = grad1 @ change, grad2 @ change
        self.size = value.shape[1]
        self.overlap = self.value.T @ self.value
        self.kinetic = 0.5 * sum(g[k].T @ g[k] for g in
                                 (self.grad1, self.grad2) for k in (0, 1))
        mixed = sum(self.grad1[k].T @ self.grad2[k] for k in (0, 1))
        self.p1p2 = (mixed + mixed.T) / 2

    def solve(self, charge, inverse_mass=0.0, coupling=0.0):
        """Lowest state of H + P^2/(2M) + coupling * p1.p2."""
        local = -charge * self.inv_r + self.inv_r12
        h = ((1 + inverse_mass) * self.kinetic
             + (inverse_mass + coupling) * self.p1p2
             + self.value.T @ (local[:, None] * self.value))
        energy, vectors = eigh((h + h.T) / 2, self.overlap,
                               subset_by_index=[0, 0])
        coeff = vectors[:, 0]
        density = (self.value @ coeff)**2
        density /= density.sum()
        g1, g2 = self.grad1 @ coeff, self.grad2 @ coeff
        out = {"E": energy[0],
               "P2": np.sum((g1 + g2)**2),
               "p2sum": np.sum(g1**2) + np.sum(g2**2),
               "p1p2": np.sum(g1 * g2),
               "coord": charge * density @ self.pull,
               "diag": charge * density @ self.inv_r,
               "cross": charge * density @ self.cross,
               "rep": density @ self.inv_r12}
        out["S_coord"] = 0.5 * (out["cross"] + out["rep"])
        return out


left, right = commutator_check()
assert abs(left - right) < 1e-10 * max(1, abs(left))
print(f"Three-electron commutator on test function, left  = {left:.10f} a.u.")
print(f"Three-electron commutator on test function, right = {right:.10f} a.u.")

print("He ground state, exponents alpha = 2.2, beta = 1.4 (1/bohr)")
print("omega, functions, E (hartree), <P^2> (a.u.), coordinate side (a.u.)")
gaps = []
for omega in (1, 3, 5, 7):
    basis = TwoElectronBasis(2.2, 1.4, omega, +1)
    state = basis.solve(2)
    gaps.append(abs(state["P2"] - state["coord"]))
    print(f"  {omega}  {basis.size:4d}  {state['E']:.8f}  "
          f"{state['P2']:.7f}  {state['coord']:.7f}")
assert gaps[-1] < gaps[0]
helium_basis, helium = basis, state

cases = [("He 1 1S", 2, helium_basis),
         ("He 2 3S", 2, TwoElectronBasis(2.0, 0.7, 7, -1)),
         ("Li+ 1 1S", 3, TwoElectronBasis(3.3, 2.4, 7, +1))]
step = 1e-3
for name, charge, basis in cases:
    s = basis.solve(charge)
    slope = (basis.solve(charge, coupling=step)["E"]
             - basis.solve(charge, coupling=-step)["E"]) / (2 * step)
    # Tolerances cover the finite variational basis.
    assert abs(s["P2"] - s["coord"]) < 3e-4
    assert abs(s["p2sum"] - s["diag"] + s["rep"]) < 3e-4
    assert abs(s["p1p2"] - s["S_coord"]) < 3e-4
    assert abs(slope - s["S_coord"]) < 3e-4
    assert abs(s["E"] + s["coord"] / 2 - slope) < 3e-4
    assert abs(s["P2"] - s["cross"]) > 1
    print(f"{name}: E = {s['E']:.7f} hartree")
    print(f"  <P^2> = {s['P2']:.6f}, coordinate side = {s['coord']:.6f} a.u.")
    print(f"  Z sum<1/r_i> = {s['diag']:.6f}, "
          f"i != j part = {s['cross']:.6f} a.u.")
    print(f"  sum<p_i^2> = {s['p2sum']:.6f}, <1/r12> = {s['rep']:.6f} a.u.")
    print(f"  <p1.p2>: gradients {s['p1p2']:.6f}, "
          f"coordinates {s['S_coord']:.6f}, slope {slope:.6f} a.u.")

light_mass = 10.0
light = helium_basis.solve(2, inverse_mass=1 / light_mass)
scaled = (1 + 2 / light_mass) * light["P2"]
assert abs(scaled - light["coord"]) < 1e-3
assert abs(light["P2"] - light["coord"]) > 0.1
print(f"Model Z = 2 with M = {light_mass:.0f} electron masses:")
print(f"  <P^2> = {light['P2']:.5f}, (1+2/M)<P^2> = {scaled:.5f}, "
      f"coordinate side = {light['coord']:.5f} a.u.")

zeta = 2 - 5 / 16
product = TwoElectronBasis(zeta, zeta, 0, +1).solve(2)
assert abs(product["p2sum"] - product["diag"] + product["rep"]) < 1e-9
assert abs(product["p1p2"]) < 1e-9
assert abs(product["S_coord"] - product["rep"] / 2) < 1e-9
assert product["S_coord"] > 0.1
print(f"He product function exp[-zeta(r1+r2)], zeta = {zeta:.4f} 1/bohr:")
print(f"  <P^2> = {product['P2']:.6f}, "
      f"coordinate side = {product['coord']:.6f} a.u.")
print(f"  <p1.p2>: gradients {abs(product['p1p2']):.6f}, "
      f"coordinate form {product['S_coord']:.6f} a.u.")

mass = physical_constants["alpha particle-electron mass ratio"][0]
to_cm = physical_constants["hartree-inverse meter relationship"][0] / 100
normal = helium["p2sum"] / (2 * mass)
specific = helium["S_coord"] / mass
total_shift = helium["coord"] / (2 * mass)
assert abs(normal + specific - total_shift) < 3e-4 / mass
print(f"Helium-4 nuclear mass M = {mass:.4f} electron masses")
print(f"Normal first-order shift   = {normal:.6e} hartree")
print(f"Specific first-order shift = {specific:.6e} hartree")
print(f"Specific first-order shift = {specific * to_cm:.4f} cm^-1")
print(f"Total first-order shift    = {total_shift:.6e} hartree")
print("ALL CHECKS PASSED")
```

Output:

```
Three-electron commutator on test function, left  = -0.6159036498 a.u.
Three-electron commutator on test function, right = -0.6159036498 a.u.
He ground state, exponents alpha = 2.2, beta = 1.4 (1/bohr)
omega, functions, E (hartree), <P^2> (a.u.), coordinate side (a.u.)
  1     4  -2.90132797  6.1692068  5.9516864
  3    20  -2.90364654  6.1249326  6.1228777
  5    56  -2.90371592  6.1254959  6.1256737
  7   120  -2.90372290  6.1255704  6.1256486
He 1 1S: E = -2.9037229 hartree
  <P^2> = 6.125570, coordinate side = 6.125649 a.u.
  Z sum<1/r_i> = 6.753253, i != j part = -0.627604 a.u.
  sum<p_i^2> = 5.807423, <1/r12> = 0.945819 a.u.
  <p1.p2>: gradients 0.159074, coordinates 0.159107, slope 0.159074 a.u.
He 2 3S: E = -2.1752293 hartree
  <P^2> = 4.365343, coordinate side = 4.365357 a.u.
  Z sum<1/r_i> = 4.618656, i != j part = -0.253299 a.u.
  sum<p_i^2> = 4.350458, <1/r12> = 0.268198 a.u.
  <p1.p2>: gradients 0.007442, coordinates 0.007449, slope 0.007442 a.u.
Li+ 1 1S: E = -7.2799119 hartree
  <P^2> = 15.137768, coordinate side = 15.137870 a.u.
  Z sum<1/r_i> = 16.127533, i != j part = -0.989662 a.u.
  sum<p_i^2> = 14.559800, <1/r12> = 1.567721 a.u.
  <p1.p2>: gradients 0.288984, coordinates 0.289029, slope 0.288984 a.u.
Model Z = 2 with M = 10 electron masses:
  <P^2> = 4.89570, (1+2/M)<P^2> = 5.87484, coordinate side = 5.87488 a.u.
He product function exp[-zeta(r1+r2)], zeta = 1.6875 1/bohr:
  <P^2> = 5.695312, coordinate side = 6.750000 a.u.
  <p1.p2>: gradients 0.000000, coordinate form 0.527344 a.u.
Helium-4 nuclear mass M = 7294.2995 electron masses
Normal first-order shift   = 3.980795e-04 hartree
Specific first-order shift = 2.181253e-05 hartree
Specific first-order shift = 4.7873 cm^-1
Total first-order shift    = 4.198929e-04 hartree
ALL CHECKS PASSED
```
